\section*{Single-Scattering EXAFS at the K Edge: Derivation and Use}

\section{A peak in the wrong place}

Two identical model atoms stand 2.50 Å apart. The K-edge absorption of one of them, computed from the plane-wave single-scattering formula below and Fourier transformed with the kernel $e^{-2ikr}$, has its peak at $r=2.38$ Å. The missing 0.12 Å is not noise or a misprint of the distance. It comes from the phases that the photoelectron collects inside the two atoms, and these must be known before a distance can be read from a spectrum.

The formula concerns the relative modulation $\chi=(\mu-\mu_0)/\mu_0$. Here $\mu$ is the absorption coefficient of the K shell and $\mu_0$ is that of the same atom without its neighbours. The result is
\begin{equation}
\begin{aligned}
\chi(k)=-\sum_j &\frac{3\cos^2\theta_j\,|f_j(\pi,k)|}{kR_j^2}\,e^{-2R_j/\lambda}\\
&\times\sin\!\left(2kR_j+2\delta_1+\varphi_j\right).
\end{aligned}
\label{eq:main}
\end{equation}
Neighbour $j$ lies at distance $R_j$, and $\theta_j$ is the angle between the bond and the linear polarization $\boldsymbol\epsilon$. The $p$-wave phase shift of the central atom is $\delta_1$. The complex backscattering amplitude $f_j(\pi,k)=|f_j|e^{i\varphi_j}$ is a length. The length $\lambda$ is defined by $1/\lambda=\operatorname{Im}k$.

\section{Model and conventions}

One electron moves in fixed, real, spherical potentials that do not overlap. The potential between the spheres is constant and defines the zero of energy, so that $E=\hbar^2k^2/2m$ there. Thermal motion and the many-electron reduction of the amplitude are left out. With $U=2mV/\hbar^2$, the outgoing Green function obeys
\begin{equation}
(\nabla^2+k^2-U)\,G(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r').
\label{eq:green}
\end{equation}
The spherical Bessel functions $j_l$ and $n_l$ behave at large $x$ as $\sin(x-l\pi/2)/x$ and $-\cos(x-l\pi/2)/x$. The outgoing combination is $h_l=j_l+in_l$. All spherical harmonics $Y_L$, with $L=(l,m)$, are real.

\section{Absorption as a Green function}

In the dipole approximation the golden rule gives
\begin{equation}
\mu\propto\sum_f|\langle f|\boldsymbol\epsilon\cdot\mathbf r|1s\rangle|^2\,\delta(E-E_f).
\end{equation}
Factors that depend smoothly on photon energy are common to $\mu$ and $\mu_0$ and leave $\chi$ unchanged. Since $G=\sum_f|f\rangle\langle f|/(E-E_f+i0)$ up to the positive factor $\hbar^2/2m$, and $\operatorname{Im}(x+i0)^{-1}=-\pi\delta(x)$,
\begin{equation}
\mu\propto-\operatorname{Im}\langle1s|\,\boldsymbol\epsilon\cdot\mathbf r\;G\;\boldsymbol\epsilon\cdot\mathbf r\,|1s\rangle .
\label{eq:img}
\end{equation}

The $1s$ function $\phi(r)$ is spherical. The source $\boldsymbol\epsilon\cdot\mathbf r\,\phi(r)$ therefore has the single angular form $\boldsymbol\epsilon\cdot\hat{\mathbf r}$, which is a $p$ wave along the polarization. The average of $(\boldsymbol\epsilon\cdot\hat{\mathbf r})^2$ over directions is $1/3$, so the normalized harmonic is
\begin{equation}
Y_\epsilon(\hat{\mathbf r})=\sqrt{\frac{3}{4\pi}}\;\boldsymbol\epsilon\cdot\hat{\mathbf r}.
\end{equation}
The factor 3 in Eq.~(\ref{eq:main}) has its origin here.

\section{The central atom alone}

Let $R_1(r)$ be the regular radial $p$ solution, normalized outside the central sphere as
\begin{equation}
R_1=\cos\delta_1\,j_1(kr)-\sin\delta_1\,n_1(kr).
\end{equation}
The outgoing solution is $H_1=e^{i\delta_1}h_1(kr)$ outside. Multiplying out,
\begin{equation}
H_1=R_1+iN_1,\qquad N_1=\cos\delta_1\,n_1+\sin\delta_1\,j_1 .
\end{equation}
Both $R_1$ and $N_1$ are real, and they stay real when continued into the atom. The $p$ part of the central Green function is
\begin{equation}
g_c(r,r')=-ik\,R_1(r_<)H_1(r_>),
\label{eq:gc}
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger radius. The prefactor follows from the jump condition. Equation~(\ref{eq:green}) requires $r^2\partial_rg_c$ to rise by 1 at $r=r'$. The Wronskian is $R_1H_1'-R_1'H_1=i(j_1n_1'-j_1'n_1)=i/(kr^2)$, and $-ik\cdot i/k=1$.

Because $R_1$ and $N_1$ are real,
\begin{equation}
\operatorname{Im}g_c(r,r')=-k\,R_1(r)R_1(r').
\label{eq:imgc}
\end{equation}
This is the atomic background $\mu_0$, apart from the integrals over the core state.

\section{One scattering by a neighbour}

Adding a neighbour with potential $U_n$ changes the Green function by $G_c\tilde TG_c$, with $\tilde T=U_n+U_nG_c\tilde T$. The single-scattering approximation replaces the inner $G_c$ by the free Green function $G_0$. Then $\tilde T$ becomes the $T$ matrix of the isolated neighbour. Paths that return to the central atom between two visits to the neighbour are lost.

For $\mathbf r$ in the core region and $\mathbf x$ in the neighbour, $r<x$ and Eq.~(\ref{eq:gc}) applies with $H_1$ taken outside the central sphere. The part of $G_c(\mathbf x,\mathbf r)$ that belongs to $Y_\epsilon(\hat{\mathbf r})$ is
\begin{equation}
-ik\,e^{i\delta_1}R_1(r)\,A(\mathbf x),\qquad A(\mathbf x)=h_1(kx)\,Y_\epsilon(\hat{\mathbf x}).
\end{equation}
The return leg has the same form, without complex conjugation, because $G_c(\mathbf r,\mathbf x)=G_c(\mathbf x,\mathbf r)$ for a real potential. The two legs give
\begin{equation}
\begin{aligned}
\Delta g(r,r')&=(-ik)^2e^{2i\delta_1}R_1(r)R_1(r')\,I,\\
I&=\int\!\!\int A(\mathbf x)\,T(\mathbf x,\mathbf x')\,A(\mathbf x')\,d^3x\,d^3x'.
\end{aligned}
\label{eq:dg}
\end{equation}
The central phase enters twice because the electron leaves the atom and comes back.

Equations~(\ref{eq:imgc}) and (\ref{eq:dg}) contain the same product $R_1(r)R_1(r')$. Integration over the core state multiplies both by the same squared radial matrix element, which cancels in the ratio. With $(-ik)^2=-k^2$,
\begin{equation}
\chi=\frac{\operatorname{Im}\Delta g}{-k\,R_1R_1}=k\operatorname{Im}\!\left[e^{2i\delta_1}I\right].
\label{eq:chii}
\end{equation}

To evaluate $I$, write $\mathbf x=\mathbf R+\boldsymbol\rho$ and expand the incident wave about the neighbour, which is allowed for $\rho<R$:
\begin{equation}
A(\mathbf R+\boldsymbol\rho)=\sum_La_L\,j_l(k\rho)\,Y_L(\hat{\boldsymbol\rho}).
\label{eq:al}
\end{equation}
A spherical scatterer does not mix different $L$, so $I=\sum_La_L^2t_l$, where $t_l$ is the matrix element of $T$ between two functions $j_lY_L$. Its value follows from the wave outside the neighbour. An incident $j_l$ produces $j_l-ik\,t_l\,h_l$. Let $\eta_l$ be the phase shifts of the neighbour. The true solution outside is proportional to $\cos\eta_l\,j_l-\sin\eta_l\,n_l$, and
\begin{equation}
e^{i\eta_l}(\cos\eta_l\,j_l-\sin\eta_l\,n_l)=j_l+i\,e^{i\eta_l}\sin\eta_l\,h_l .
\end{equation}
Comparison gives $t_l=-e^{i\eta_l}\sin\eta_l/k$, and Eq.~(\ref{eq:chii}) becomes
\begin{equation}
\chi=-\operatorname{Im}\Big[e^{2i\delta_1}\sum_La_L^2\,e^{i\eta_l}\sin\eta_l\Big].
\label{eq:curved}
\end{equation}
This curved-wave formula holds at finite $R$ within single scattering.

It was tested against a numerical solution of the full two-centre Schrödinger equation for Gaussian wells 3.0 Å apart, with $k$ from 4.0 to 6.4 Å$^{-1}$ and the bond along the polarization. The largest difference was 0.2\% of the largest $|\chi|$, most of it error of the finite-difference grid. These smooth wells backscatter weakly ($|\chi|<0.004$), so repeated scattering between them is far below this level. The test confirms Eq.~(\ref{eq:curved}) but does not show that repeated scattering is negligible for stronger scatterers. The same $\chi$ was found at two radii inside the central atom, as the cancellation of $R_1(r)R_1(r')$ requires.

\section{The plane-wave limit}

Equation~(\ref{eq:main}) follows when the incident wave is nearly plane across the neighbour. The function $h_1$ is
\begin{equation}
h_1(x)=-\frac{e^{ix}}{x}\left(1+\frac ix\right),
\end{equation}
and the distance from the central atom is
\begin{equation}
|\mathbf R+\boldsymbol\rho|=R+\hat{\mathbf R}\cdot\boldsymbol\rho+\frac{\rho_\perp^2}{2R}+\dots,
\end{equation}
where $\rho_\perp$ is the part of $\boldsymbol\rho$ across the bond. Three conditions are needed: $kR\gg1$, $\rho\ll R$, and $k\rho_\perp^2/2R\ll1$ over the region that scatters. Then
\begin{equation}
\begin{aligned}
A(\mathbf R+\boldsymbol\rho)&\simeq A_0\,e^{ik\hat{\mathbf R}\cdot\boldsymbol\rho},\\
A_0&=-\frac{e^{ikR}}{kR}\sqrt{\frac{3}{4\pi}}\cos\theta .
\end{aligned}
\end{equation}
The expansion $e^{ik\hat{\mathbf R}\cdot\boldsymbol\rho}=4\pi\sum_Li^l\,j_l(k\rho)Y_L(\hat{\mathbf R})Y_L(\hat{\boldsymbol\rho})$ gives $a_L=4\pi i^lA_0Y_L(\hat{\mathbf R})$. Squaring turns $i^l$ into $(-1)^l$, and $\sum_mY_L^2(\hat{\mathbf R})=(2l+1)/4\pi$. Therefore
\begin{equation}
\begin{aligned}
\sum_La_L^2e^{i\eta_l}\sin\eta_l&=4\pi A_0^2\sum_l(-1)^l(2l+1)e^{i\eta_l}\sin\eta_l\\
&=4\pi A_0^2\,k\,f(\pi,k),
\end{aligned}
\end{equation}
with
\begin{equation}
f(\pi,k)=\frac1k\sum_l(2l+1)(-1)^l\,e^{i\eta_l}\sin\eta_l .
\label{eq:f}
\end{equation}
This is the usual scattering amplitude at angle $\pi$, since the Legendre polynomials satisfy $P_l(-1)=(-1)^l$. Inserting $4\pi A_0^2=3\cos^2\theta\,e^{2ikR}/(kR)^2$ into Eq.~(\ref{eq:curved}),
\begin{equation}
\chi=-\frac{3\cos^2\theta}{kR^2}\operatorname{Im}\!\left[f(\pi,k)\,e^{2i(kR+\delta_1)}\right].
\end{equation}
Writing $f=|f|e^{i\varphi}$ gives the undamped form of Eq.~(\ref{eq:main}) for one neighbour.

Each factor can be traced. The two legs give $1/(kR)^2$, and one power of $k$ is removed by $kf$. The minus sign is that of Eq.~(\ref{eq:curved}), since the sign of $h_1$ disappears on squaring. It may be absorbed by adding $\pi$ to the phase, but not in two places at once.

The limit was tested with the example atoms at $k=8$ Å$^{-1}$. The error relative to the modulus of the complex plane-wave signal was 0.42\% at $R=200$ Å and 0.21\% at 400 Å, so it falls as $1/R$. Carried back to 2.5 Å, the same law suggests an error near 33\%. The plane-wave step is therefore doubtful at a bond length, even though $kR=20$ there.

\section{Loss and the meaning of $\lambda$}

Let the final state decay at the rate $\Gamma/\hbar$. Its energy in the Green function becomes $E+i\Gamma/2$, and $k$ becomes $k+i\kappa$. To first order in $\kappa$,
\begin{equation}
2ik\kappa=\frac{2m}{\hbar^2}\,\frac{i\Gamma}{2},\qquad \kappa=\frac{m\Gamma}{2\hbar^2k}=\frac1\lambda .
\label{eq:kappa}
\end{equation}
The round trip then supplies $e^{2i(k+i/\lambda)R}=e^{2ikR}e^{-2R/\lambda}$.

The amplitude falls as $e^{-r/\lambda}$ and the intensity as $e^{-2r/\lambda}$, so the intensity mean free path is $\ell=\lambda/2$. This agrees with speed times lifetime: $(\hbar k/m)(\hbar/\Gamma)=\lambda/2$ by Eq.~(\ref{eq:kappa}). A tabulated intensity mean free path must enter the damping factor as $e^{-R/\ell}$.

The same damping can be seen as energy broadening. The outgoing Green function is analytic in the upper half of the energy plane, so averaging it with a Lorentzian of full width $\Gamma$ gives its value at $E+i\Gamma/2$. Fast oscillations in energy, which belong to distant neighbours, are averaged out most. A numerical average of $\sin(2kR)/k$ at $R=2.5$ Å and $\lambda=10$ Å agreed with the damping factor to about 1\% of the damped envelope for $k$ between 7 and 8.3 Å$^{-1}$. The neglected terms are of order $1/k\lambda$ and grow towards lower $k$.

Equation~(\ref{eq:main}) keeps the phase shifts at real $k$. Let $\Phi=2\delta_1+\varphi$ and let $\Phi'$ be its slope in $k$. Continuing $\Phi$ to $k+i/\lambda$ adds a factor $e^{-\Phi'/\lambda}$ to leading order. With the mean slope $-0.23$ Å of the example this is about 1.02, so the neglect costs some 2\% in amplitude where $\Phi'$ is near its mean. In the same way the slope of $|f|$ shifts the phase by $(d\ln|f|/dk)/\lambda$. This is about $-0.02$ rad on average between 8 and 12 Å$^{-1}$ and about ten times larger in size near the minimum of $|f|$ just above 4 Å$^{-1}$. Between 4 and 6 Å$^{-1}$ the phase of the example changes by at least 2 rad, so the mean slope there is at least 1 Å in size and the factor departs from 1 by 10\% or more somewhere in that range. The change is concentrated at the low end, where $|f|$ is small; towards 6 Å$^{-1}$ the factor is again close to 1.

\section{Polarization and shells}

In single scattering the contributions of different neighbours add. For a powder, whose bonds point in all directions with equal weight, the average of $3\cos^2\theta$ is 1. For a regular tetrahedron of unit bond vectors $\mathbf n_j$, symmetry requires $\sum_jn_{j\alpha}n_{j\beta}=\frac43\delta_{\alpha\beta}$, and hence $\sum_j3\cos^2\theta_j=4$ for every polarization. For a planar square the sum is 6 with $\boldsymbol\epsilon$ in the plane and 0 along the normal.

The zero belongs to the plane-wave limit. At finite $R$ the wave $A$ has a node on a bond perpendicular to $\boldsymbol\epsilon$, but the neighbour has a size and meets the wave beside the node. The coefficients $a_L$ are linear in $\boldsymbol\epsilon$. With the polar axis along the bond, polarization along it excites $m=0$ and polarization across it excites $|m|=1$. The squares in Eq.~(\ref{eq:curved}) then have no cross terms, so
\begin{equation}
\chi=\cos^2\theta\,\chi_\parallel+\sin^2\theta\,\chi_\perp .
\label{eq:pol}
\end{equation}
The orientation average is $(\chi_\parallel+2\chi_\perp)/3$.

\section{Worked example}

Both atoms have the potential $V=-(Ze^2/4\pi\varepsilon_0r)e^{-r/a}$ with $Z=20$ and $a=0.20$ Å, cut off at 1.2 Å. These are model parameters and stand for no particular element. The distance is $R=2.50$ Å, and $\lambda=10$ Å is held constant. The phase shifts, with $\eta_l=\delta_l$ for identical atoms, give the following values. The last column is the damped $\chi$ of Eq.~(\ref{eq:main}) for a tetrahedral shell.

\begin{center}
\begin{tabular}{rrrrr}
$k$ (Å$^{-1}$) & $\delta_1$ & $|f|$ (Å) & $\varphi$ & $\chi_{\rm tet}$\\
\hline
4 & 1.029 & 0.200 & $-0.305$ & $-0.0046$\\
6 & 0.750 & 0.680 & 2.282 & $-0.0308$\\
8 & 0.468 & 0.659 & 2.485 & 0.0170\\
10 & 0.220 & 0.467 & 2.439 & $-0.0091$\\
12 & 0.007 & 0.305 & 2.262 & 0.0052
\end{tabular}
\end{center}

At $k=8$ Å$^{-1}$ the kinetic energy is $3.81\times64=244$ eV. For one neighbour along the polarization the envelope is
\begin{equation}
\frac{3|f|}{kR^2}=\frac{3\times0.6594}{8\times6.25}=0.0396 .
\end{equation}
The argument of the sine is $40+2(0.468)+2.485=43.42$ rad. Subtracting $12\pi$ leaves 5.72 rad, whose sine is $-0.531$. The undamped modulation is thus $+0.0210$. The damping factor is $e^{-0.5}=0.607$, which gives 0.0128. Four tetrahedral neighbours multiply this by $4/3$, giving 0.0170. The decay width at this energy is $\Gamma=4(\hbar^2/2m)k/\lambda=12.2$ eV, and the intensity mean free path is 5.0 Å.

\subsection*{The shifted peak}

If $\Phi$ is nearly linear in $k$, the signal oscillates as $e^{ik(2R+\Phi')}$, and the kernel $e^{-2ikr}$ is matched at
\begin{equation}
r_{\rm peak}\simeq R+\tfrac12\Phi' .
\label{eq:peak}
\end{equation}
The table shows the slope. From 8 to 12 Å$^{-1}$, $2\delta_1$ falls by 0.92 and $\varphi$ by 0.22, which makes $-0.29$ Å. From 6 to 8 Å$^{-1}$ the slope is $-0.18$ Å. From 4 to 6 Å$^{-1}$ the phase changes by at least 2 rad, so $\Phi$ is far from linear there, but most of this change happens at the low end of the range, where $|f|$ is small and the window used below suppresses the signal. The transform uses the damped, $k^2$-weighted formula with a $\sin^2$ window that vanishes at 3 and 14 Å$^{-1}$. A straight-line fit of $\Phi$ over this range, weighted by the window times $k|f|$, gives $-0.232$ Å, so Eq.~(\ref{eq:peak}) predicts 2.384 Å. The transform peaks at 2.380 Å on a grid of step 0.002 Å. The origin of the remainder was not examined, and since $\Phi$ is curved both positions depend on the window.

\subsection*{The cost of the plane-wave step}

The next table compares the undamped $\chi$ of one neighbour in the plane-wave limit with the curved-wave result.

\begin{center}
\begin{tabular}{rrrr}
$k$ (Å$^{-1}$) & plane, $\parallel$ & curved, $\parallel$ & curved, $\perp$\\
\hline
4 & $-0.0056$ & 0.0029 & $-0.0013$\\
6 & $-0.0381$ & $-0.0155$ & 0.0003\\
8 & 0.0210 & 0.0089 & $-0.0000$\\
10 & $-0.0113$ & $-0.0062$ & $-0.0000$\\
12 & 0.0064 & 0.0044 & 0.0000
\end{tabular}
\end{center}

The plane-wave value is more than twice the curved-wave value at 6 and 8 Å$^{-1}$, and it has the wrong sign at 4 Å$^{-1}$. At 8 Å$^{-1}$ the difference is 31\% of the envelope. This is the projection of the complex error at one point, so it is a lower bound on the quantity for which the $1/R$ law suggested 33\%. The conditions of the plane-wave limit are not well met here. The dropped factor $(1+i/kR)^2$ is a correction of size $2/kR=0.1$, and already at $\rho_\perp=2a=0.4$ Å the third condition gives $k\rho_\perp^2/2R=8\times0.16/5=0.26$ on each leg. The share of each term in the error was not tested. Values at single points mix errors of amplitude and phase, and the table does not separate them.

For these atoms Eq.~(\ref{eq:main}) gives the form of the signal but not reliable first-shell values. The peak position above is likewise that of the plane-wave formula; the same transform of the curved-wave signal peaks near 2.35 Å, about 0.03 Å lower. The curved-wave values still omit repeated scattering, which is not negligible for these atoms. A second round trip multiplies the undamped signal by roughly $|f|^2/R^2$, which is $0.43/6.25\approx0.07$ at 8 Å$^{-1}$. This is up to about 0.003 in $\chi$, against the listed value 0.0089.

\section{Implementation}

\begin{enumerate}
\item Integrate the radial equation to the sphere radius $s$ and form the logarithmic derivative $D_l$ of the radial function. Matching value and slope to $\cos\eta_l\,j_l-\sin\eta_l\,n_l$ gives
\begin{equation}
\tan\eta_l=\frac{k\,j_l'(ks)-D_l\,j_l(ks)}{k\,n_l'(ks)-D_l\,n_l(ks)} .
\end{equation}
A shift of $\eta_l$ or $\delta_1$ by $\pi$ changes neither $e^{i\eta_l}\sin\eta_l$ nor $e^{2i\delta_1}$, so the branch of the arctangent does not matter.

\item Sum Eq.~(\ref{eq:f}) until further $l$ change nothing. Unwrap the phase of $f\,e^{2i\delta_1}$ in $k$ before taking a slope.

\item For first shells use Eq.~(\ref{eq:curved}). Projection on a sphere of radius $\rho$ about the neighbour gives $b_L(\rho)=\int Y_LA\,d\Omega=a_Lj_l(k\rho)$. To avoid zeros of $j_l$, combine two radii:
\begin{equation}
a_L=\frac{\sum_ij_l(k\rho_i)\,b_L(\rho_i)}{\sum_ij_l^2(k\rho_i)} .
\end{equation}
Then apply Eq.~(\ref{eq:pol}) and the factor $e^{-2R/\lambda}$. As in Eq.~(\ref{eq:main}), this keeps everything except $e^{2ikR}$ at real $k$. It is adequate only where the remaining phase varies slowly on the scale $1/\lambda$, and it fails near a minimum of the curved-wave amplitude, as near 4 Å$^{-1}$ in the example.

\item Measure $k$ from the constant potential between the spheres. An error $\Delta E$ in this zero shifts the phase $2kR$ by $R\,\Delta E/[(\hbar^2/2m)k]$. For 1 eV at $k=8$ Å$^{-1}$ and $R=2.5$ Å this is 0.08 rad, and it grows towards the edge as $1/k$.
\end{enumerate}

With several neighbours there are also paths that visit two of them before returning. They are absent from every formula here, and the two-centre test says nothing about their size. The numerical check printed below gives the tabulated values of this appendix.

\section*{Calculated quantities}
\begin{verbatim}
Two-centre test, Gaussian wells, R = 3.0 Angstrom
k (1/A), 1000*chi: full solution, curved wave, plane wave
  4.0    -3.597    -3.589    -3.484
  4.6     2.911     2.911     3.277
  5.2    -1.280    -1.281    -1.556
  5.8     0.191     0.193     0.272
  6.4     0.202     0.198     0.229
largest gap full/curved, relative to max: 0.0021
chi difference between two probe radii: 3.1e-14
weak-neighbour polarization test, largest error: 0.0045
plane-wave error at k = 8/A: R=200 A 0.00417, R=400 A 0.00208
Lorentzian average against damping, largest error: 0.0103
Example: Z = 20, a = 0.20 A, R = 2.50 A, lam = 10.0 A
hbar^2/2m = 3.8100 eV A^2
damping factor exp(-2R/lam) = 0.6065
at k = 8/A: E = 243.8 eV, Gamma = 12.19 eV
intensity mean free path = 5.00 A
k (1/A), delta_1 (rad, mod pi), |f| (A), arg f (rad)
  4.0    1.029   0.1999   -0.305
  6.0    0.750   0.6803    2.282
  8.0    0.468   0.6594    2.485
 10.0    0.220   0.4670    2.439
 12.0    0.007   0.3052    2.262
k (1/A), sine argument mod 2pi (rad), sine
  4.0    2.904   0.2353
  6.0    2.365   0.7008
  8.0    5.723  -0.5314
 10.0    2.613   0.5040
 12.0    5.727  -0.5279
k (1/A), damped chi: one neighbour along eps, tetrahedral shell
  4.0  -0.00342  -0.00456
  6.0  -0.02313  -0.03084
  8.0   0.01275   0.01700
 10.0  -0.00685  -0.00914
 12.0   0.00391   0.00521
one neighbour, undamped: k (1/A), envelope, plane, curved, curved across
  4.0  0.02399  -0.00564   0.00293  -0.00134
  6.0  0.05442  -0.03814  -0.01552   0.00033
  8.0  0.03956   0.02102   0.00888  -0.00001
 10.0  0.02242  -0.01130  -0.00623  -0.00001
 12.0  0.01221   0.00644   0.00439   0.00001
sum of 3cos^2: tetrahedron 4.000, square in plane 6.0, normal 0.0
phase slope = -0.232 A, R + slope/2 = 2.384 A
Fourier peak = 2.380 A
\end{verbatim}
